\section*{When Diffuse Surfaces Raise or Lower a Film's Hall Coefficient}

\section{Reading a carrier density from a thin film}

A current $I$ runs along a metal film of thickness $d$, a magnetic field $B$ points along the film normal, and the Hall voltage $V_H=RIB/d$ is measured across the width. In a bulk free-electron metal the weak-field coefficient $R$ contains the electron density and no scattering time. It is then tempting to suppose that surface scattering changes the resistivity and leaves $R$ alone. A second expectation is that diffuse surfaces, which remove current from steeply moving electrons faster than from grazing ones, must raise $|R|$ at every thickness. Two films of one model metal contradict both.

The metal has one spherical band and a uniform relaxation time $\tau$. Its surfaces are fully diffuse: an electron leaving a surface has forgotten its in-plane velocity. The film is long and wide compared with $d$ and with the mean free path $\lambda=v\tau$, where $v$ is the Fermi speed. The algebra uses atomic units, with electron charge $-1$, electron mass 1 and force $-(\mathbf E+\mathbf v\times\mathbf B)$, so the cyclotron frequency is $B$ and the bulk coefficient is $R_0=-1/n$ for density $n$. The quantity sought is $A=R/R_0$.

\section{The counter-example}

\subsection{Current in the film}

Let $z$ run along the normal, $0<z<d$. To first order in $\mathbf E$, write the distribution as $f_0+(-\partial f_0/\partial\varepsilon)\,h$ with $h=v_xc_x+v_yc_y$. The magnetic force gives $\dot v_x=-Bv_y$ and $\dot v_y=Bv_x$, so it contributes $-Bv_yc_x+Bv_xc_y$ to the rate of change of $h$ along a path. The Boltzmann equation, sorted by the factors $v_x$ and $v_y$, becomes
\begin{align}
v_z c_x'+c_x/\tau+Bc_y&=-E_x,\\
v_z c_y'+c_y/\tau-Bc_x&=-E_y .
\end{align}
Add $i$ times the second line to the first and set $C=c_x+ic_y$, $\mathcal E=E_x+iE_y$, $s=1/\tau$. Since $Bc_y-iBc_x=-iBC$,
\begin{equation}
v_zC'+(s-iB)C=-\mathcal E .
\end{equation}
The field thus enters through the replacement $s\to s-iB$. In the steady state $\nabla\times\mathbf E=0$ makes $E_x$ and $E_y$ independent of $z$. For $v_z>0$ the condition $C=0$ at $z=0$ gives
\begin{equation}
C(z)=-\mathcal E\int_0^{z/v_z}e^{-(s-iB)t}\,dt .
\end{equation}
For $v_z<0$, replace $z/v_z$ by $(d-z)/|v_z|$.

The current is minus the sum of $\mathbf v h$ over the Fermi surface. With $\mu=|v_z|/v$, averaging $(v_x+iv_y)(v_xc_x+v_yc_y)$ over azimuth gives $\tfrac12v^2(1-\mu^2)C$. The density of states is $3n/v^2$, so angles carry the weight $\tfrac32(1-\mu^2)$ on $0<\mu<1$, which integrates to 1. Angle brackets denote this average. At a given $\mu$, the fraction of positions $z$ with $z/|v_z|>t$ is $(1-\mu vt/d)_+$, where $(x)_+=\max(x,0)$. The thickness-averaged current is therefore
\begin{equation}
J_x+iJ_y=n\,G(s-iB)\,\mathcal E,\qquad
G(s)=\int_0^\infty e^{-st}P\,dt,\qquad
P=\Big\langle\Big(1-\frac{\mu vt}{d}\Big)_+\Big\rangle .
\end{equation}
$P$ is the current-weighted chance that no surface has been met during a time $t$.

No net current flows across the width, so the average $J_y$ vanishes; the local $J_y(z)$ need not. Then
\begin{equation}
E_x+iE_y=\frac{J_x}{nG(s-iB)}
=\frac{J_x}{n}\left[\frac1{G(s)}-iB\frac{d}{ds}\frac1{G(s)}+O(B^2)\right].
\end{equation}
The expansion is accurate when $B\tau\ll1$. Its imaginary part gives
\begin{equation}
R=\frac{E_y}{J_xB}=-\frac1n\frac{d}{ds}\frac1G,
\qquad A=-\frac{G'(s)}{G(s)^2}.
\end{equation}
In bulk, $P=1$ and $G=1/s$, so $A=1$.

\subsection{The two time moments}

Measure time in units of $d/v$, $u=vt/d$, and define $\kappa=d/\lambda$, so that $st=\kappa u$. Then $G=(d/v)g$ and $-G'=(d/v)^2m$, with
\begin{equation}
g=\int_0^\infty Pe^{-\kappa u}du,\qquad
m=\int_0^\infty uPe^{-\kappa u}du,\qquad A=\frac{m}{g^2}.
\end{equation}
At fixed angle, integration by parts gives the zeroth moment, and $-\partial/\partial\kappa$ of it gives the first:
\begin{align}
T&=\int_0^{1/\mu}(1-\mu u)e^{-\kappa u}du
=\frac1\kappa-\frac{\mu}{\kappa^2}\left(1-e^{-\kappa/\mu}\right),\\
M&=-\frac{\partial T}{\partial\kappa}
=\frac1{\kappa^2}-\frac{2\mu}{\kappa^3}\left(1-e^{-\kappa/\mu}\right)+\frac{e^{-\kappa/\mu}}{\kappa^2}.
\end{align}
Now average over angle. First, $\langle\mu\rangle=\tfrac32(\tfrac12-\tfrac14)=\tfrac38$. With $\mu=1/w$ and $E_k(\kappa)=\int_1^\infty w^{-k}e^{-\kappa w}dw$, one finds $\langle\mu e^{-\kappa/\mu}\rangle=\tfrac32(E_3-E_5)$ and $\langle e^{-\kappa/\mu}\rangle=\tfrac32(E_2-E_4)$. Hence
\begin{align}
g&=\frac1\kappa-\frac3{8\kappa^2}+\frac3{2\kappa^2}(E_3-E_5),\\
m&=\frac1{\kappa^2}-\frac3{4\kappa^3}+\frac3{\kappa^3}(E_3-E_5)+\frac3{2\kappa^2}(E_2-E_4).
\end{align}

\subsection{Numbers for two films}

Take a Fermi energy of 7 eV and $\lambda=400$ \AA. The free-electron relations give $v=1.57\times10^6$ m/s, $\tau=\lambda/v=25.5$ fs, $n=0.0841$ \AA$^{-3}$ and $R_0=-7.42\times10^{-11}$ m$^3$/C.

For $d=80$ \AA\ (8 nm), $\kappa=0.2$. Numerical values of the exponential integrals give $g=1.615$ and $m=3.329$, so
\begin{equation}
A=\frac{3.329}{(1.615)^2}=1.28,\qquad R=-9.47\times10^{-11}\ \text{m}^3/\text{C}.
\end{equation}
The Hall coefficient is 28\% above bulk in magnitude. For $d=800$ \AA, $\kappa=2$, the same formulas give $A=0.979$: the magnitude is 2\% \emph{below} bulk. The density, relaxation time and surface condition are the same in both films. The first film contradicts independence of thickness, and the second contradicts a rise at every thickness.

\section{The correct statement and its proof}

Within this model, $A$ depends on $\kappa$ alone. Two effects compete: the spread of surface losses over angle raises $A$, and the finite flight time to a surface at each angle lowers it. The first wins in sufficiently thin films, the second in sufficiently thick ones.

\subsection{The two competing terms}

Since $g=\langle T\rangle$ and $m=\langle M\rangle$, adding and subtracting $\langle T^2\rangle$ gives
\begin{equation}
A-1=\frac{\langle T^2\rangle-\langle T\rangle^2}{\langle T\rangle^2}
-\frac{\langle T^2-M\rangle}{\langle T\rangle^2}.
\label{eq:split}
\end{equation}
The first term contains a variance and cannot be negative. For the second, let $c(u)=e^{-\kappa u}(1-\mu u)_+$. Then
\begin{equation}
T^2=\int_0^\infty\!\!\int_0^\infty c(u_1)c(u_2)\,du_1du_2,\qquad
M=\int_0^\infty\!\!\int_0^\infty c(u_1+u_2)\,du_1du_2 .
\end{equation}
The second identity holds because the line $u_1+u_2=u$ contributes a factor $u$. The exponentials in the two integrands agree. If $\mu(u_1+u_2)<1$, then
\begin{equation}
(1-\mu u_1)(1-\mu u_2)=1-\mu(u_1+u_2)+\mu^2u_1u_2\ge1-\mu(u_1+u_2).
\end{equation}
Otherwise $c(u_1+u_2)=0$, while the product $c(u_1)c(u_2)$ is not negative. So $M\le T^2$ at every angle, and the second term of (\ref{eq:split}) can only lower $A$.

This locates the fault in the argument for a universal rise. Suppose surface loss were a random process with a constant rate $r(\mu)$ at each angle. Then $c=e^{-(\kappa+r)u}$, $T=1/(\kappa+r)$ and $M=T^2$; the second term would vanish and $A\ge1$ would follow. A real flight ends at a definite wall. An electron that has already flown for some time is nearer to that wall, so its chance of loss grows with time, and long times are cut from $M$ more strongly than a constant rate would cut them.

For the 80 \AA\ film the two terms are $+0.466$ and $-0.190$, which sum to $+0.276$. For the 800 \AA\ film they are $+0.019$ and $-0.040$. In the thinner film, electrons with $\mu<0.2$ hold 30\% of the angular weight. Integrating $T$ and $M$ over that range shows that they supply 56\% of the conductivity and 82\% of $m$. Since $A-1$ is the angular average of $M/g^2-1$, these electrons contribute $0.823\times1.276-0.296=+0.75$ to it, and all the others contribute $0.177\times1.276-0.704=-0.48$. With this division the rise in $|R|$ needs the contrast between the two groups, which supplies 0.336 of the spread term 0.466. If either group carried the whole current, with its angular weight rescaled to 1, $A$ would be below 1: 0.99 for the grazing electrons and 0.82 for the others. The dividing angle is a choice: a wider group, $\mu<0.3$, contains enough spread of its own to give 1.03.

\subsection{Thick films}

For $\kappa\gg1$ the terms with $e^{-\kappa/\mu}\le e^{-\kappa}$ drop out, leaving $T=1/\kappa-\mu/\kappa^2$ and $M=1/\kappa^2-2\mu/\kappa^3$. Thus $T^2-M=\mu^2/\kappa^4$, and the variance of $T$ is $(\langle\mu^2\rangle-\langle\mu\rangle^2)/\kappa^4$. In (\ref{eq:split}) $\langle\mu^2\rangle$ cancels:
\begin{equation}
A\simeq1-\frac{\langle\mu\rangle^2/\kappa^4}{(1/\kappa-\langle\mu\rangle/\kappa^2)^2}
=1-\frac{(3/8)^2}{(\kappa-3/8)^2}.
\end{equation}
The bulk value is approached from below. At $d=4000$ \AA\ ($\kappa=10$) the deficit is 0.15\%.

\subsection{Thin films}

For $\kappa\ll1$ the long-time form of $P$ matters. When $u\le1$ no angle is cut off and $P=1-3u/8$. When $u>1$,
\begin{equation}
P=\frac32\int_0^{1/u}(1-\mu^2)(1-\mu u)\,d\mu
=\frac32\left[\frac1u-\frac1{2u}-\frac1{3u^3}+\frac1{4u^3}\right]
=\frac3{4u}-\frac1{8u^3}.
\end{equation}
The slow $1/u$ tail belongs to grazing electrons. With $\int_1^\infty u^{-1}e^{-\kappa u}du\simeq\ln(1/\kappa)-\gamma$, where $\gamma$ is Euler's constant,
\begin{equation}
g\simeq\frac{13}{16}+\frac34\left[\ln\frac1\kappa-\gamma\right]-\frac1{16}
=\frac34L,\qquad L=\ln\frac1\kappa+1-\gamma .
\end{equation}
The tail also gives $m\simeq\tfrac34\int_1^\infty e^{-\kappa u}du\simeq3/(4\kappa)$. Therefore
\begin{equation}
A\simeq\frac{3/(4\kappa)}{(3L/4)^2}=\frac{4}{3\kappa L^2},
\end{equation}
which grows without bound as $\kappa\to0$ in this classical model. The formula is a poor guide at moderate thickness: at $\kappa=0.2$ it gives 1.61 instead of 1.28.

\subsection{The crossover}

Because $A$ is continuous, the two limits force at least one crossing of $A=1$. Numerical root finding places it at $\kappa=0.79$, or $d=316$ \AA\ (31.6 nm) for the example. Evaluating $A$ at 300 values of $\kappa$ between 0.001 and about 32 shows no second crossing; this is numerical evidence, not a proof of uniqueness. Numerical minimization gives the lowest value, $A=0.978$, at $\kappa=1.59$ ($d=635$ \AA). Above the crossover, the departure from bulk is thus at most about 2\%.

\section{What a measurement would infer}

If the 80 \AA\ film is analysed with $R=-1/n$, the apparent density is $n/A=0.0841/1.276=0.0659$ \AA$^{-3}$, although no electron has been lost. If $n$ is trusted and the Hall voltage is used to find the thickness, the result is $80/1.276=63$ \AA.

The conductivity relative to bulk is $\kappa g=0.323$, so the resistivity rises from 1.66 to 5.12 $\mu\Omega\,$cm. The drift mobility falls from $e\tau/m_e=44.8$ to $0.323\times44.8=14.5$ cm$^2$/Vs. The Hall mobility, $|R|$ times the conductivity, is larger by the factor $A$: 18.5 cm$^2$/Vs.

\section{Real films and the limits of the model}

The parameters are rough values for a good monovalent interconnect metal at room temperature. The model film is continuous and has no grain boundaries. If grain boundaries act as extra isotropic scattering that halves $\lambda$ at fixed $d$, then $\kappa=0.4$ and $A$ falls from 1.28 to 1.09. If the Fermi surface has several sheets, even the starting value $-1/n$ generally fails. A single ellipsoid with uniform $\tau$ keeps that value, but other non-spherical shapes and anisotropic bulk scattering can shift it, by an amount this model cannot supply. In copper, whose free-electron parameters are close to those used here, the measured bulk coefficient is about $-5\times10^{-11}$ m$^3$/C, roughly 30\% smaller in magnitude than $R_0$. That offset is as large as the film effect at 80 \AA, so the values of $R$ above should not be read as predictions for that metal. A narrow wire adds sidewalls, which are not treated here.

Surfaces may also be partly specular. Let a fraction $p$ of electrons keep their in-plane velocity on reflection. At fixed angle the amplitude, a distance $\zeta d$ along the normal from the last surface, is proportional to $1-ae^{-\kappa\zeta/\mu}$. Matching departure to arrival requires $1-a=p(1-ae^{-\kappa/\mu})$, so $a=(1-p)/(1-pe^{-\kappa/\mu})$. Averaging over $\zeta$ multiplies the surface term of $T$ by $a$. With $p=0.5$ and all else fixed, numerical integration of $T$ and its $\kappa$-derivative gives $A=1.12$. A constant $p$ is itself an idealization. Rough surfaces reflect grazing electrons more specularly than steep ones, which can sharpen the angular contrast and raise $A$ instead. For the roughness law $p=\exp[-(2k_Fh\mu)^2]$, with $k_F$ the Fermi wave number and $h$ the rms height, $A=1.18$ for $h=0.5$ \AA\ but 1.52 for $h=2$ \AA, above the fully diffuse value.

Quantization restricts the grazing angles. Hard walls allow $\mu_j=j\pi/(k_Fd)$, with $k_F$ the Fermi wave number, which makes 34 occupied subbands at 80 \AA. Replacing the angular integrals by sums over these $\mu_j$, with the same weight and the same classical loss law, gives $A=1.21$. This is an estimate, since quantum surface scattering may obey another law. Cooling that lengthened $\lambda$ tenfold would give a classical $A=3.5$, but the important angles, $\mu\lesssim0.02$, would then lie below the first allowed one, $\mu_1\approx0.03$, and the classical number could not be trusted.

Two other approximations matter little here. At 1 T, $B\tau=0.0045$, and keeping the full complex rate in $1/G$ changes $A$ by about 2 parts in a million. At 300 K the thermal energy is 0.4\% of the Fermi energy.

Numbers in the example were calculated in double precision.
